\section*{Area selectivity from a barrier difference: initial rates and integrated coverages}

\section*{The two surfaces}

\textbf{Q:} I want a precursor to stick to a growth surface and leave a neighbouring non-growth surface bare. The reaction barriers differ by 0.2 eV, and short pulses are very selective. Long pulses leave material on both. Has the barrier difference been lost?

\textbf{A:} It need not have changed at all. A barrier fixes how fast an empty site reacts. What you measure after the pulse is a coverage, which is a rate integrated over time, and the rate also depends on how many sites are still empty. We need a model that keeps these two things apart.

Call the growth surface $G$ and the non-growth surface $N$. Consider one precursor pulse on initially bare surfaces with independent, identical sites, at the same density on both. A molecule arriving at an empty site is trapped in a weakly bound, physisorbed state; one arriving at an occupied site returns to the gas. The trapped molecule either desorbs or reacts:
\begin{equation}
k_d=\nu e^{-E_d/kT},\qquad k_i=\nu e^{-E_i/kT},\qquad i=G,N .
\end{equation}
Both energies are measured from the physisorbed state. The prefactor $\nu$ and the desorption energy $E_d$ are taken equal on the two surfaces, so that $\Delta=E_N-E_G>0$ is their sole difference. The chemisorbed product stays in place and blocks its site. I use eV for energies and seconds for times, because atomic units are awkward for a reactor pulse.

\textbf{Q:} How does the pressure enter?

\textbf{A:} Through the arrival rate $f$ per site. For a gas of number density $n_g$ and molecular mass $m$, the flux onto a wall is the Maxwell average of the velocity towards it:
\begin{align}
\Phi&=n_g\sqrt{\frac{m}{2\pi kT}}\int_0^\infty v\,e^{-mv^2/2kT}\,dv
=n_g\sqrt{\frac{m}{2\pi kT}}\,\frac{kT}{m}\notag\\
&=n_g\sqrt{\frac{kT}{2\pi m}}=\frac{p}{\sqrt{2\pi mkT}},
\end{align}
where the last step uses $n_g=p/kT$. With site area $a$, $f=\Phi a$.

Let $e_i$, $n_i$ and $\theta_i$ be the fractions of empty, physisorbed and chemisorbed sites, so $e_i+n_i+\theta_i=1$. Counting gains and losses gives
\begin{align}
\dot e_i&=-fe_i+k_dn_i,\notag\\
\dot n_i&=fe_i-(k_d+k_i)n_i,\label{three}\\
\dot\theta_i&=k_in_i.\notag
\end{align}

\section*{The initial selectivity}

\textbf{Q:} Can I reduce this to one uptake rate per surface?

\textbf{A:} Yes, if physisorbed molecules leave or react much faster than new ones arrive, $f\ll k_d+k_i$. Then $n_i$ quickly reaches a value at which its gain and loss nearly balance:
\begin{equation}
n_i\simeq\frac{f e_i}{k_d+k_i}\ll e_i .
\end{equation}
Since $n_i$ is small compared with $e_i$, we may put $e_i\simeq1-\theta_i$. Inserting both results in the last line of \eqref{three},
\begin{equation}
\dot\theta_i=K_i(1-\theta_i),\quad K_i=fs_i,\quad
s_i=\frac{k_i}{k_i+k_d}=\frac{1}{1+e^{(E_i-E_d)/kT}} .
\label{uptake}
\end{equation}
Here $s_i$ is the probability that a trapped molecule reacts before it desorbs.

\textbf{Q:} Then is the initial rate ratio just $e^{\Delta/kT}$?

\textbf{A:} Not in general. Write $A=e^{(E_G-E_d)/kT}$ and $b=e^{\Delta/kT}$. Then $s_G=1/(1+A)$ and $s_N=1/(1+bA)$, so
\begin{equation}
r=\frac{K_G}{K_N}=\frac{1+bA}{1+A}
=\frac{1}{1+A}+b\,\frac{A}{1+A}
=s_G+(1-s_G)\,e^{\Delta/kT}.
\label{ratio}
\end{equation}
The last step uses $A/(1+A)=1-s_G$. If $s_G\ll1$, most trapped molecules desorb even from $G$, and $r$ approaches the Boltzmann factor. If $s_G$ is close to one, $G$ already uses nearly every arriving molecule. Lowering its barrier further cannot make it collect more than arrives.

\textbf{Q:} Please put numbers in.

\textbf{A:} Take round model parameters that stand for no particular material: $T=450$ K, $p=1$ Pa, molecular mass 150 u, $a=0.2$ nm$^2$, $\nu=10^{13}$ s$^{-1}$, $E_d=0.60$ eV, $E_G=0.75$ eV and $E_N=0.95$ eV. The flux is $1.014\times10^{22}$ m$^{-2}$s$^{-1}$, so
\begin{equation}
f=(1.014\times10^{22})(0.2\times10^{-18})\ \mathrm{s^{-1}}
\simeq2028\ \mathrm{s^{-1}} .
\end{equation}
Since $k_d=1.907\times10^6$ s$^{-1}$, the ratio $f/k_d$ is about $10^{-3}$ and the reduction to \eqref{uptake} is justified. The reaction probabilities are $s_G=0.0205$ and $s_N=1.20\times10^{-4}$, which give $K_G=41.5$ s$^{-1}$ and $K_N=0.244$ s$^{-1}$. With $kT=0.03878$ eV,
\begin{equation}
e^{0.2/0.03878}\simeq173.7,\qquad
r\simeq0.0205+0.9795\times173.7\simeq170 .
\end{equation}
An empty site on $G$ therefore fills about 170 times as fast as an empty site on $N$.

\textbf{Q:} And if my growth surface is much more reactive, with the same 0.2 eV difference?

\textbf{A:} Take $E_G=0.40$ eV and $E_N=0.60$ eV, keeping $E_d=0.60$ eV. On $N$, reaction and desorption are now equally fast, so $s_N=1/2$. On $G$, $s_G=0.9943$. Hence $r=0.9943/0.5\simeq1.99$. The barrier difference is unchanged, but the initial rate ratio has dropped from 170 to about 2. Since $r=s_G/s_N\le1/s_N$, a strong initial selectivity needs a non-growth surface on which reaction is rare, $s_N\ll1$. For $r$ to come close to the full factor $e^{\Delta/kT}$, reaction must be rare on $G$ as well. Both statements belong to the regime $f\ll k_d+k_i$. I return to the first set of barriers from here on.

\section*{From rates to coverages}

\textbf{Q:} With a factor of 170 in hand, why does a long pulse spoil the result?

\textbf{A:} Integrate \eqref{uptake} from a bare surface. Separating the variables,
\begin{equation}
\int_0^{\theta_i}\frac{d\theta'}{1-\theta'}=\int_0^tK_i\,dt'
\ \Rightarrow\ -\ln(1-\theta_i)=K_it
\ \Rightarrow\ \theta_i=1-e^{-K_it}.
\label{coverage}
\end{equation}
For any $K_N>0$, however small, $\theta_N$ tends to one. So does $\theta_G$. The barrier sets the time needed to fill the surface, but it does not appear in the endpoint. The same follows from \eqref{three} without the quasi-steady step: chemisorbed sites can be reached from the other two states and are never left, so all sites end there.

The ratio of the uptake rates shows what happens on the way:
\begin{equation}
\frac{\dot\theta_G}{\dot\theta_N}
=\frac{K_Ge^{-K_Gt}}{K_Ne^{-K_Nt}}
=r\,e^{-(K_G-K_N)t}.
\label{rates}
\end{equation}
The factor $r$, which compares empty sites, stays constant. The exponential compares the numbers of empty sites, and it falls because $G$ runs out first. The fast surface loses its lead by being fast.

\textbf{Q:} Is there a moment when the non-growth surface becomes the faster one?

\textbf{A:} Setting \eqref{rates} equal to one gives
\begin{equation}
t^*=\frac{\ln r}{K_G-K_N}
\simeq\frac{5.137}{41.516-0.244}\ \mathrm{s}\simeq0.1245\ \mathrm{s}.
\end{equation}
Before $t^*$ the difference $\theta_G-\theta_N$ grows, since its derivative is $\dot\theta_G-\dot\theta_N>0$. After $t^*$ the derivative is negative. The difference is therefore largest at $t^*$. At $t^*/2$ the rate ratio is $\sqrt r\simeq13$; at $2t^*$ it is $1/r\simeq0.006$. By then almost all new chemisorption takes place on the surface you wanted to protect.

\section*{Measuring the loss}

\textbf{Q:} Which number should I quote for the selectivity?

\textbf{A:} A convenient choice is
\begin{equation}
S=\frac{\theta_G-\theta_N}{\theta_G+\theta_N}=\frac{\rho-1}{\rho+1},
\qquad \rho=\frac{\theta_G}{\theta_N}.
\end{equation}
It is one if $N$ is bare and zero if the coverages are equal. For $K_Gt\ll1$, with $t$ still long compared with the lifetime of the physisorbed state, $\theta_i\simeq K_it$, so $\rho\simeq r$ and $S\simeq(r-1)/(r+1)\simeq0.988$. The integrated coverages then give:

\begin{center}
\begin{tabular}{ccccc}
$t$ (s) & $\theta_G$ & $\theta_N$ & $\theta_G/\theta_N$ & $S$\\ \hline
0.001 & 0.041 & 0.0002 & 167 & 0.988\\
0.010 & 0.340 & 0.0024 & 139 & 0.986\\
0.111 & 0.990 & 0.0267 & 37.1 & 0.947\\
0.125 & 0.994 & 0.0299 & 33.3 & 0.942\\
1.0 & 1.000 & 0.216 & 4.62 & 0.644\\
10 & 1.000 & 0.913 & 1.10 & 0.046\\
30 & 1.000 & 0.999 & 1.00 & 0.0003
\end{tabular}
\end{center}

The third row is the time at which $G$ is 99\% covered, and the fourth is $t^*=0.1245$ s; the coverages were computed before these two times were rounded. A pulse of 1 s is about nine times as long as the one that covers 99\% of $G$. It adds at most the missing 1\% on $G$, while $\theta_N$ rises from 2.7\% to 22\%.

\textbf{Q:} At 99\% on $G$, I would have divided by 170 and expected 0.58\% on $N$. Why is it 2.7\%?

\textbf{A:} Because that division assumes that both surfaces have the same fraction of empty sites when averaged over the pulse. Integrating \eqref{uptake} over time gives
\begin{equation}
\theta_i=K_i\int_0^t(1-\theta_i)\,dt'
=K_it\,\langle1-\theta_i\rangle,
\quad
\rho=r\,\frac{\langle1-\theta_G\rangle}{\langle1-\theta_N\rangle},
\label{average}
\end{equation}
where the brackets denote an average over the pulse. At 99\% coverage $K_Gt=-\ln0.01=4.605$. The average empty fraction on $G$ is then $0.99/4.605\simeq0.215$. On $N$, $K_Nt=K_Gt/r\simeq4.605/170.2\simeq0.0271$, and the average is $0.0267/0.0271\simeq0.99$. So $G$ had on average less than a quarter of its sites available, while $N$ had nearly all of them. The ratio of these averages reduces $\rho$ from 170 to 37. The initial ratio underestimates the coverage on $N$ by a factor of 4.6.

\textbf{Q:} Could the selectivity recover at some later time?

\textbf{A:} Not in this model. Differentiate the logarithm of $\rho$:
\begin{equation}
\frac{d\ln\rho}{dt}
=\frac{K_Ge^{-K_Gt}}{1-e^{-K_Gt}}-\frac{K_Ne^{-K_Nt}}{1-e^{-K_Nt}}
=\frac{h(K_Gt)-h(K_Nt)}{t},
\end{equation}
with $h(x)=x/(e^x-1)$; numerator and denominator of each fraction were multiplied by $e^{K_it}$. Now
\begin{equation}
h'(x)=\frac{e^x-1-xe^x}{(e^x-1)^2}.
\end{equation}
The numerator vanishes at $x=0$ and has derivative $-xe^x<0$ for $x>0$, so it is negative there. Thus $h$ decreases, and $K_G>K_N$ makes $d\ln\rho/dt$ negative. Since $dS/d\rho=2/(\rho+1)^2>0$, $S$ falls as well.

\textbf{Q:} How fast does it fall?

\textbf{A:} There are three regimes. Put $u=K_Gt$, so that $K_Nt=u/r$. For $u\ll1$, expand $1-e^{-x}\simeq x-x^2/2$ in both coverages:
\begin{equation}
\rho\simeq r\,\frac{1-u/2}{1-u/(2r)}
\simeq r\left[1-\frac u2\left(1-\frac1r\right)\right].
\end{equation}
The loss begins at first order in the exposure. When $G$ is full but $N$ is nearly empty, $1\ll u\ll r$, set $\theta_G\simeq1$ and $y=u/r$:
\begin{equation}
\rho\simeq\frac1{1-e^{-y}}\simeq\frac1{y(1-y/2)}
\simeq\frac1y+\frac12=\frac ru+\frac12 .
\end{equation}
In this range each doubling of the exposure roughly halves the coverage ratio. At $u=10$ the estimate is $17.02+0.5=17.52$; the numerical solution of \eqref{three} gives 17.54. Finally, when $K_Nt$ is no longer small, $\theta_G\simeq1$ gives
\begin{equation}
S\simeq\frac{1-\theta_N}{1+\theta_N}
=\frac{e^{-K_Nt}}{2-e^{-K_Nt}},
\end{equation}
which tends to $\tfrac12e^{-K_Nt}$. The slow surface now sets the time scale of the remaining loss.

\section*{Choosing the pulse and the barrier}

\textbf{Q:} Can I avoid the problem with a lower pressure?

\textbf{A:} You can slow it down, but you cannot improve the trade-off. At fixed temperature $K_i$ is proportional to $p$; write $K_i=\kappa_ip$. If $p$ varies slowly compared with the lifetime of the physisorbed state, the integral in \eqref{coverage} becomes
\begin{equation}
\theta_i=1-e^{-\kappa_iX},\qquad X=\int_0^tp(t')\,dt' .
\end{equation}
Only the exposure $X$ enters. Eliminating it with $\kappa_G=r\kappa_N$,
\begin{equation}
1-\theta_N=e^{-\kappa_GX/r}=(1-\theta_G)^{1/r}.
\label{tradeoff}
\end{equation}
For a given coverage on $G$, the coverage on $N$ is fixed by $r$ alone, as long as $f\ll k_d+k_i$. At pressures so high that $f\gg k_d+k_i$, nearly every open site holds a physisorbed molecule, $K_i$ tends to $k_i$, and the rate ratio rises towards $e^{\Delta/kT}$; this matters little for the first set of barriers, but much for the reactive set. What pressure control does offer is an easier way to stop at the intended exposure.

\textbf{Q:} Suppose I insist on at least 99\% on $G$ and at most 1\% on $N$.

\textbf{A:} Call the two limits $g$ and $q$. The first demands $K_Gt\ge-\ln(1-g)$, the second $K_Nt\le-\ln(1-q)$. A suitable time exists if the first bound on $t$ does not exceed the second:
\begin{equation}
\frac{-\ln(1-g)}{K_G}\le\frac{-\ln(1-q)}{K_N}
\ \Rightarrow\
r\ge r_{\rm req}=\frac{\ln(1-g)}{\ln(1-q)} .
\end{equation}
Here $r_{\rm req}=4.605/0.01005\simeq458$, well above the available 170. Solving \eqref{ratio} for the barrier difference at fixed $s_G$,
\begin{equation}
\Delta_{\rm req}=kT\ln\frac{r_{\rm req}-s_G}{1-s_G}
\simeq0.03878\,\ln(467.8)\ \mathrm{eV}\simeq0.238\ \mathrm{eV}.
\end{equation}
So 0.2 eV is not enough for this target at 450 K, whatever the pulse length. If you stop when $N$ reaches 1\%, \eqref{tradeoff} gives $1-\theta_G=0.99^{170.2}\simeq0.18$, and $G$ is about 82\% covered.

\textbf{Q:} Would 0.3 eV remove the overexposure problem?

\textbf{A:} It would postpone it. The time for half coverage of $N$ follows from $e^{-K_Nt}=1/2$, so $t_{1/2}=\ln2/K_N$. It is 2.84 s for a difference of 0.2 eV and 37.5 s for 0.3 eV. The factor of about 13 is $e^{0.1/0.03878}$, as expected when reaction on $N$ is rare. The useful window is longer, but in both cases the numerical solution exceeds 99\% coverage on $N$ after ten half-coverage times.

\section*{Checks and limits}

\textbf{Q:} How far can I trust the simple exponentials?

\textbf{A:} Within the model, they were tested against the full equations \eqref{three}, in which the physisorbed population is not assumed steady. For both surfaces and eight pulse lengths from 1 ms to 30 s, the largest deviation is 0.16\% relative to the exponential formula. Its size can be understood. Physisorbed molecules block a fraction of about $f/k_d\simeq0.11\%$ of the otherwise empty sites. They also need about $1/k_d\simeq0.5\ \mu$s to build up, a delay of 0.05\% of a 1 ms pulse. The full equations also confirm the time of largest coverage difference, 0.1246 s against 0.1245 s, and the required barrier difference. The complete values are in the numerical output. These tests concern the mathematics; they do not show that a real surface has identical sites.

\textbf{Q:} What if my non-growth surface has few reactive sites?

\textbf{A:} Then the endpoint changes. Let the site densities be $\sigma_G$ and $\sigma_N$, with the same $K_i$ per site as before. The adsorbed amounts are $\sigma_i\theta_i$, and after a long pulse the selectivity based on these amounts tends to
\begin{equation}
S_\infty=\frac{\sigma_G-\sigma_N}{\sigma_G+\sigma_N}.
\end{equation}
Removing or blocking sites on $N$ therefore protects against overexposure in a way that a barrier does not, provided that the blocking layer survives the pulse. The zero limit found above belongs to equal site densities.

\textbf{Q:} And if the chemisorbed molecules can leave again?

\textbf{A:} Add a return rate $k_{-i}$ from the chemisorbed to the physisorbed state, and let it be slow, $k_{-i}\ll k_d+k_i$, so that the physisorbed population stays quasi-steady. Require also $f\ll k_d$: at the endpoint $fe_i=k_dn_i$, so $n_i/e_i=f/k_d$, and the step $e_i\simeq1-\theta_i$ needs this ratio to be small. Otherwise the endpoint ratio $\theta_i/(1-\theta_i)$ found below must be divided by $1+f/k_d$, which still contains no barrier $E_i$. The quasi-steady balance becomes $n_i\simeq(fe_i+k_{-i}\theta_i)/(k_d+k_i)$. With $e_i\simeq1-\theta_i$,
\begin{align}
\dot\theta_i&=k_in_i-k_{-i}\theta_i
=fs_i(1-\theta_i)+s_ik_{-i}\theta_i-k_{-i}\theta_i\notag\\
&=fs_i(1-\theta_i)-(1-s_i)k_{-i}\theta_i .
\end{align}
At the steady endpoint the two terms cancel. Since $s_i/(1-s_i)=k_i/k_d$,
\begin{equation}
\frac{\theta_i}{1-\theta_i}=\frac{f}{k_d}\,\frac{k_i}{k_{-i}}
=\frac{f}{k_d}\,e^{B_i/kT}.
\end{equation}
In the last step the chemisorbed state lies $B_i$ below the physisorbed one, and the return step has the same prefactor, so $k_{-i}=\nu e^{-(E_i+B_i)/kT}$. The barrier $E_i$ cancels, because it slows the forward and return steps equally. A lasting difference under long exposure can then come from different binding energies $B_i$, but not from different barriers alone.

\textbf{Q:} So what should I measure to tell a kinetic selectivity from a lasting one?

\textbf{A:} Measure the coverage on both surfaces as a function of exposure, well past saturation of $G$. If $N$ follows $1-e^{-\kappa_NX}$ towards the same saturation coverage, your data agree with a purely kinetic selectivity. If it levels off lower, missing sites or reversible binding are candidates, and a change of pressure helps to separate them: in this model the plateau of a reversible surface depends on $f$, whereas a plateau set by the number of sites does not. Two cautions apply. The reversible plateau is the value under flowing gas, and it decays during a purge. And a few fast sites among many slow ones also give a plateau that does not depend on pressure, although that surface fills in the end; a lower plateau shows a lasting selectivity only over the range of exposure you have measured. A single pulse that is much shorter than $1/K_G$, but long compared with the lifetime of the physisorbed state, gives a coverage ratio close to $r$. It cannot show which endpoint you are heading for.

\section*{Computed results}
\begin{verbatim}
temperature: 450 K; kT: 0.03878 eV
pressure: 1.0 Pa; molecular mass: 150 u
site area: 0.2 nm^2; prefactor: 1.0e+13 1/s
desorption energy: 0.60 eV
reaction barriers G, N: 0.75, 0.95 eV
molecular flux: 1.0141e+22 1/(m^2 s)
arrival rate per site f: 2028.3 1/s
desorption rate k_d: 1.9068e+06 1/s
reaction rates k_G, k_N: 3.9845e+04, 2.2933e+02 1/s
reaction probabilities s_G, s_N: 0.02047, 1.2026e-04
uptake constants K_G, K_N: 41.516, 0.2439 1/s
Boltzmann factor for 0.2 eV: 173.7
initial rate ratio r, formula: 170.2
short-pulse coverage ratio, master equation: 169.9
initial selectivity S: 0.9883
time (s) | coverage G | coverage N | ratio G/N | S
   0.0010 | 0.04067 | 0.00024 |  166.740 | 0.98808
   0.0100 | 0.33976 | 0.00244 |  139.465 | 0.98576
   0.1000 | 0.98426 | 0.02410 |   40.846 | 0.95221
   0.1245 | 0.99430 | 0.02990 |   33.250 | 0.94161
   0.1109 | 0.99000 | 0.02669 |   37.087 | 0.94749
   1.0000 | 1.00000 | 0.21645 |    4.620 | 0.64413
  10.0000 | 1.00000 | 0.91277 |    1.096 | 0.04561
  30.0000 | 1.00000 | 0.99934 |    1.001 | 0.00033
largest relative coverage error of formula: 1.59e-03
time of largest coverage difference, formula: 0.1245 s
time of largest difference, master equation: 0.1246 s
uptake rate ratio G/N at 0.5, 1, 2 times that time: 13.0463, 1.0000, 0.0059
time for 99% coverage on G: 0.1109 s
N coverage then, formula: 2.669 %
N coverage then, integrated master rate: 2.667 %
N coverage if initial ratio were kept: 0.582 %
underestimate factor: 4.59
coverage ratio at K_G t = 10, estimate: 17.52
coverage ratio at K_G t = 10, master: 17.54
rate ratio needed for 99% G and 1% N: 458.2
barrier difference needed, formula: 0.2384 eV
barrier difference needed, master: 0.2384 eV
reactive case barriers G, N: 0.40, 0.60 eV
reactive case reaction probability on G: 0.9943
reactive case rate ratio, formula: 1.989
reactive case rate ratio, master: 1.989
N half-coverage time, 0.2 eV difference: 2.842 s
N half-coverage time, 0.3 eV difference: 37.453 s
\end{verbatim}
